# Bending of a Si(001) cantilever by an adsorption-induced surface stress

**Question**

A silicon cantilever is cut from a (001) wafer. It is 100 µm thick, 10 mm long and 2 mm wide, and its long axis lies along <110>. One end is clamped. Adsorption on the top face changes the surface stress of that face by \(\Delta\tau=1\) N/m, equally in all in-plane directions. The bottom face is unaffected.

Surface stress is a force per unit length of a cut through the surface, and it is positive when the surface pulls (tension). Use the rough room-temperature elastic constants \(C_{11}=166\), \(C_{12}=64\) and \(C_{44}=80\) GPa. The axes \(x\) and \(y\) run along the beam and across it; \(z\) is measured upwards from mid-thickness. The plate is linearly elastic and uniformly thick, and the layer that carries the surface stress is much thinner than the thickness \(h\).

**(a)** Find the ratio \(M\) of stress to strain when the plate is strained equally along \(x\) and \(y\) with its faces free. Show that \(M\) is the same for beams along <100> and <110>, although Young's modulus \(E\) and Poisson's ratio \(\nu\) are not.

**Model answer.** The bulk can expand or contract freely along \(z\), so \(\sigma_z=0\). In the cubic axes Hooke's law gives

\[
\sigma_z=C_{11}\varepsilon_z+C_{12}(\varepsilon_x+\varepsilon_y)=0
\quad\Rightarrow\quad
\varepsilon_z=-\frac{C_{12}}{C_{11}}(\varepsilon_x+\varepsilon_y).
\]

Adding the laws for \(\sigma_x\) and \(\sigma_y\) and inserting this \(\varepsilon_z\),

\[
\sigma_x+\sigma_y=(C_{11}+C_{12})(\varepsilon_x+\varepsilon_y)+2C_{12}\varepsilon_z
=M(\varepsilon_x+\varepsilon_y),
\]
\[
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\]

For equal strains \(\varepsilon\) the two stresses are equal by symmetry, so each is \(M\varepsilon\). The sums \(\sigma_x+\sigma_y\) and \(\varepsilon_x+\varepsilon_y\) do not change when the axes are turned about \(z\), and therefore \(M\) does not depend on the beam direction. Its value is

\[
M=166+64-\frac{2\times64^2}{166}=180.65\ \text{GPa}.
\]

The direction enters through the difference of the stresses. Write \(\sigma_x-\sigma_y=B(\varepsilon_x-\varepsilon_y)\). For <100> axes, subtracting the two laws gives \(B=C_{11}-C_{12}=102\) GPa. For <110> axes, turned by 45°, the differences \(\sigma_x-\sigma_y\) and \(\varepsilon_x-\varepsilon_y\) equal twice the shear stress and twice the tensor shear strain in the cubic axes. Twice the tensor shear strain is the engineering shear strain, and \(C_{44}\) is the ratio of shear stress to it. Hence \(B=2C_{44}=160\) GPa.

Now pull along \(x\) alone, with \(\sigma_x=\sigma\) and \(\sigma_y=0\). Then \(\varepsilon_x+\varepsilon_y=\sigma/M\) and \(\varepsilon_x-\varepsilon_y=\sigma/B\). Half the sum and half the difference of these equations give \(\varepsilon_x\) and \(\varepsilon_y\), so that

\[
E=\frac{\sigma}{\varepsilon_x}=\frac{2}{1/M+1/B},\qquad
\nu=-\frac{\varepsilon_y}{\varepsilon_x}=\frac{1/B-1/M}{1/B+1/M}.
\]

This gives \(E=169.7\) GPa and \(\nu=0.0606\) along <110>, but \(E=130.4\) GPa and \(\nu=0.2783\) along <100>. From the two expressions,

\[
1-\nu=\frac{2/M}{1/B+1/M}=\frac{E}{M}
\quad\Rightarrow\quad M=\frac{E}{1-\nu}
\]

for both directions.

**(b)** Ignore the clamp. Derive the radius of curvature \(R\) and evaluate it. State which way the plate bends and where it is unstrained.

**Model answer.** Let \(w\) be the upward deflection. With isotropic stress and free edges the two curvatures are equal, \(w_{xx}=w_{yy}=\kappa\), where subscripts denote derivatives. In a thin plate a line normal to the mid-plane stays straight and normal to it. A point at height \(z\) is therefore displaced by \(-z\,w_x\) along \(x\), in addition to the mid-plane stretching. With mid-plane strain \(e\), the in-plane strain and stress are

\[
\varepsilon(z)=e-\kappa z,\qquad \sigma(z)=M(e-\kappa z).
\]

Cut the plate normal to \(x\), well away from its edges. The part beyond the cut carries no external load, so the bulk stress and the surface stress together must give zero force and zero moment on the cut.

Force per unit width:

\[
\int_{-h/2}^{h/2}M(e-\kappa z)\,dz+\Delta\tau=Mhe+\Delta\tau=0
\quad\Rightarrow\quad e=-\frac{\Delta\tau}{Mh}.
\]

Moment per unit width about mid-thickness, the surface force acting at \(z=h/2\):

\[
\int_{-h/2}^{h/2}M(e-\kappa z)z\,dz+\Delta\tau\frac h2
=-\frac{M\kappa h^3}{12}+\frac{\Delta\tau\,h}{2}=0 .
\]

The term in \(e\) vanishes because \(z\) is odd. Solving for \(\kappa\),

\[
\boxed{\kappa=\frac{6\Delta\tau}{Mh^2},\qquad R=\frac1\kappa=\frac{Mh^2}{6\Delta\tau}}
\]

\[
R=\frac{(180.65\times10^9)(10^{-4})^2}{6\times1}\ \text{m}=301\ \text{m}.
\]

The rough elastic constants justify quoting about 300 m. A positive \(\Delta\tau\) gives \(w_{xx}>0\): the top face contracts and becomes concave. A more compressive top face would become convex.

Any surface stress \(\tau_0\) present on both faces beforehand gives moments \(+\tau_0h/2\) and \(-\tau_0h/2\), which cancel. If the faces differed at the start, the plate was already bent, and \(\kappa\) is the change in curvature. For the same reason, equal adsorption on both faces would give no signal.

Inserting \(e\) and \(\kappa\) into the strain,

\[
\varepsilon(z)=-\frac{\Delta\tau}{Mh}\left(1+\frac{6z}{h}\right).
\]

The unstrained plane is at \(z=-h/6\), below mid-thickness, because the surface stress compresses the plate as well as bending it. The strain is \(-5.5\times10^{-8}\) at mid-thickness and four times that, \(-2.2\times10^{-7}\), at the top face.

The formula, including the assumption \(\sigma_z=0\), was tested by minimizing the full three-dimensional elastic energy of a block with general quadratic displacements and unit surface stress on its top face. Both curvatures agreed with the formula to within one part in \(10^7\). Quadratic displacements permit only uniform curvature and in-plane strains that are linear in \(z\), so this tests neither the straightness of the normals nor the region near a clamp or a free edge.

**(c)** Suppose that the whole cantilever has this curvature. Find the deflection and slope at its tip.

**Model answer.** At the clamp \(w=0\) and \(w_x=0\). Integrating \(w_{xx}=1/R\) once and then again gives \(w_x=x/R\) and \(w=x^2/(2R)\). At \(x=L=10\) mm,

\[
w(L)=\frac{L^2}{2R}=\frac{(10^{-2})^2}{2\times301.1}\ \text{m}=166\ \text{nm},
\qquad
w_x(L)=\frac LR=33\ \mu\text{rad}.
\]

The deflection is only \(1.7\times10^{-3}\) of the thickness. This matters because a flat plate cannot become a spherical cap without some stretching of its mid-plane. That stretching is negligible while the deflection is much smaller than \(h\), as it is here.

**(d)** The clamp keeps the beam straight across its width at \(x=0\). Find the width-averaged curvature there, and discuss the effect on the radius inferred from the tip.

**Model answer.** The two curvatures now differ, so the stress needs both strains. From \(E\varepsilon_x=\sigma_x-\nu\sigma_y\) and \(E\varepsilon_y=\sigma_y-\nu\sigma_x\), add \(\nu\) times the second equation to the first:

\[
E(\varepsilon_x+\nu\varepsilon_y)=(1-\nu^2)\sigma_x .
\]

The bending parts of the strains are \(-z\,w_{xx}\) and \(-z\,w_{yy}\). Consider the part of the beam between a cut at \(x\) and the free tip. It carries no external load, so the total moment on the cut is zero. With \(\langle\ \rangle\) denoting an average over the width,

\[
-\frac{Eh^3}{12(1-\nu^2)}\left(\langle w_{xx}\rangle+\nu\langle w_{yy}\rangle\right)+\frac{\Delta\tau\,h}{2}=0 .
\]

Since \(M=E/(1-\nu)\), the free-plate curvature is \(\kappa=6(1-\nu)\Delta\tau/(Eh^2)\). Therefore

\[
\langle w_{xx}\rangle+\nu\langle w_{yy}\rangle
=\frac{6(1-\nu^2)\Delta\tau}{Eh^2}=(1+\nu)\kappa .
\]

At the clamp \(w=0\) for every \(y\), hence \(w_{yy}=0\) and \(\langle w_{xx}\rangle=(1+\nu)\kappa\). Far from it \(w_{yy}=\kappa\), which returns \(w_{xx}=\kappa\). Blocking the transverse bend thus increases the longitudinal one. The radius corresponding to the averaged curvature at the clamp is

\[
\frac{R}{1+\nu}=\frac{301.1}{1.0606}\ \text{m}=284\ \text{m}.
\]

The same value would hold along the whole beam if it were kept straight across its width everywhere.

The tip deflection needs the curvature along the entire beam. It was found by minimizing the thin-plate energy with polynomial deflections that satisfy the clamp conditions. At \(0.7L\) the averaged curvature equals \(\kappa\) to within 0.02 %, so the disturbance has died out by then. On the centre line the tip rises by 166.9 nm, 0.5 % more than in (c). An observer who used \(R=L^2/(2w)\) would infer a radius 0.5 % too small, about 300 m instead of 301 m.

For a beam along <100> with the same dimensions and \(\Delta\tau\), the free-plate radius is unchanged but \(\nu\) is larger. The radius at the clamp is then 236 m, the tip deflection is 4.5 % above the free-plate value, and the inferred radius is 288 m. The biaxial modulus is independent of direction, but the clamp correction is not.

The computed clamp curvatures, 1.063 and 1.288 times \(\kappa\) for <110> and <100>, lie slightly above the derived factors 1.061 and 1.278. The finite set of polynomials is the cause. Doubling the degree along the beam from 16 to 32 brings the values to 1.061 and 1.280, and it lowers the <100> tip excess from the 4.54 % in the output to 4.51 %.

**(e)** Suppose instead that the changes along and across the beam are \(\Delta\tau_x\) and \(\Delta\tau_y\). Find the curvature along the beam far from the clamp. What happens if the change is 2 N/m along the beam and zero across it, so that the average is still 1 N/m?

**Model answer.** The moment balance of (d), applied in each direction, gives

\[
\kappa_x+\nu\kappa_y=\frac{6(1-\nu^2)}{Eh^2}\Delta\tau_x,\qquad
\kappa_y+\nu\kappa_x=\frac{6(1-\nu^2)}{Eh^2}\Delta\tau_y .
\]

Subtract \(\nu\) times the second equation from the first. The left side becomes \((1-\nu^2)\kappa_x\), and division by \(1-\nu^2\) leaves

\[
\kappa_x=\frac{6(\Delta\tau_x-\nu\Delta\tau_y)}{Eh^2}.
\]

Equal components recover (b). A change of 1 N/m along the beam alone gives

\[
R_x=\frac{Eh^2}{6\Delta\tau_x}=\frac{(169.7\times10^9)(10^{-4})^2}{6\times1}\ \text{m}=283\ \text{m}.
\]

A change of 1 N/m across the beam alone gives about \(-4700\) m: the beam bends weakly the other way along its length, through the Poisson effect. For 2 N/m along and zero across, the radius is 141 m, less than half the isotropic answer. For a <110> beam the average surface stress therefore does not determine the curvature along the beam.

This matters for clean Si(001) in vacuum, whose surface atoms pair into dimers; a face covered by native oxide has no such reconstruction. The dimer direction turns by 90° between terraces separated by a single-layer step. An equal mixture of the two domains, each much smaller than the plate thickness, justifies the isotropic \(\Delta\tau\) used in (b). A surface with one dominant domain does not.

**(f)** Estimate the effects of a 1 µm thickness error, a 300 K rise in operating temperature, a heat flux through the plate, surface elasticity and gravity. Which of them limit the answer in practice? Use these rough values: relative loss of modulus \(10^{-4}\) per kelvin, thermal expansion \(\alpha=2.6\times10^{-6}\) K\(^{-1}\), thermal conductivity \(k=150\) W/(m K), surface elastic modulus \(S=10\) N/m and density \(\rho=2330\) kg/m³. For the heat flux take the black-body emission at 300 K, \(q=459\) W/m².

**Model answer.**

*Thickness.* Since \(R\propto h^2\), a plate of 101 µm has a radius larger by \(1.01^2-1=2.0\,\%\).

*Operating temperature.* The modulus, and with it \(R\), falls by about \(300\times10^{-4}=3\,\%\) at fixed \(\Delta\tau\).

*Heat flux.* In the steady state the temperature drop through the plate is \(\Delta T=qh/k=3.1\times10^{-4}\) K. A linear temperature profile bends a free plate without stress, with curvature of magnitude \(\alpha\Delta T/h\) and the warmer face convex. This is 0.24 % of the adsorption signal. A drop of 0.13 K would match the signal. The estimate assumes that the whole flux crosses the plate in one direction, and it refers to 300 K. At 600 K the black-body flux is 16 times larger, which gives 3.8 % with the same \(k\) and \(\alpha\). With typical 600 K values (\(k\approx63\) W/(m K), \(\alpha\approx3.8\times10^{-6}\) K\(^{-1}\)) it gives roughly 13 %. A flux that is the same before and after adsorption drops out of the difference.

*Surface elasticity.* The top-face strain \(-4\Delta\tau/(Mh)\) alters the surface stress by \(S\) times that strain. Relative to \(\Delta\tau\) the alteration has magnitude \(4S/(Mh)=2.2\times10^{-6}\). The bottom face is strained by \(+2\Delta\tau/(Mh)\); with the same \(S\) on both faces the curvature falls by the fraction \(6S/(Mh)=3.3\times10^{-6}\), which is negligible.

*Gravity.* For a horizontal beam the weight per unit area is \(\rho gh\). The part beyond \(x\) exerts a moment \(\rho gh(L-x)^2/2\) per unit width, and the bending stiffness of a narrow beam is \(Eh^3/12\). The downward curvature is their ratio, \(6\rho g(L-x)^2/(Eh^2)\). Each element of curvature at \(x\) displaces the tip with lever arm \(L-x\), so the sag is

\[
\int_0^L\frac{6\rho g(L-x)^3}{Eh^2}\,dx=\frac{3\rho gL^4}{2Eh^2}=202\ \text{nm}.
\]

This exceeds the adsorption signal, but at a fixed temperature it is practically the same before and after adsorption and drops out of the difference. A 3 % fall of the modulus between the two readings would increase the sag by about 6 nm.

For this beam the thickness error and the operating temperature each shift the radius by a few per cent, and the clamp shifts the radius inferred from the centre-line tip deflection by 0.5 %. Because the tip is also curved across its width, a reading at a tip corner lies 1.5 % above the value in (c). At a raised temperature a one-sided heat flux that changes between the readings can matter as much as these shifts or more. A failure of isotropy can do much more harm than these shifts: in the case of part (e) it changes the radius from 301 to 141 m. For a <110> beam with a clean, dimer-reconstructed face the domain mixture should therefore be known before a measured curvature is converted into a surface stress. The numerical output below collects the values for both beam directions.

## Numbers as computed

```
C11, C12, C44 (rough): 166, 64, 80 GPa
thickness: 100 um
length: 10 mm
width: 2 mm
surface stress change: 1.0 N/m
Young modulus along <100>: 130.4 GPa
Poisson ratio along <100>: 0.2783
Young modulus along <110>: 169.7 GPa
Poisson ratio along <110>: 0.0606
biaxial modulus M, both directions: 180.65 GPa
free-plate radius R: 301.1 m
free-plate curvature: 3.321e-03 1/m
mid-plane strain: -5.536e-08
top-face strain: -2.214e-07
tip deflection L^2/(2R): 166.1 nm
tip slope L/R: 33.2 microrad
<100> curvature at clamp / free value, computed: 1.288
<100> curvature at 0.7 L / free value, computed: 1.0000
<100> radius at clamp, R/(1+nu): 235.5 m
<100> clamped tip deflection: 173.6 nm
<100> excess over free tip value: 4.54 %
<100> apparent radius L^2/(2 w_tip): 288.0 m
<110> curvature at clamp / free value, computed: 1.063
<110> curvature at 0.7 L / free value, computed: 0.9999
<110> radius at clamp, R/(1+nu): 283.9 m
<110> clamped tip deflection: 166.9 nm
<110> excess over free tip value: 0.51 %
<110> apparent radius L^2/(2 w_tip): 299.5 m
<110> radius, 1 N/m along beam only: 282.8 m
<110> radius, 1 N/m across beam only: -4666 m
<110> radius, 2 N/m along, 0 across: 141.4 m
thickness error taken: 1 um
change of R from it: 2.01 %
temperature rise taken: 300 K
modulus loss per kelvin (rough): 1e-04 1/K
fall of R from heating: 3 %
thermal expansion (rough): 2.6e-06 1/K
thermal conductivity (rough): 150 W/(m K)
black-body flux at 300 K: 459 W/m2
temperature drop through plate: 3.06e-04 K
thermal curvature / signal: 0.24 %
temperature drop that would match signal: 0.128 K
surface elastic modulus (rough): 10 N/m
relative effect of surface elasticity: 2.2e-06
tip deflection / thickness: 1.66e-03
density (rough): 2330 kg/m3
constant gravity sag of tip: 202 nm
```
